# The Thomas-Fermi jellium surface solved by a first integral: a program that tests the result

```python
"""
Thomas-Fermi jellium surface: background density n0 for z < 0, vacuum for z > 0.
Result under test, for a neutral surface (Hartree atomic units):
  work function = 0,
  n(z) = n0 (3/5)^(3/2) (1 + z/a)^(-6) outside, tail 1125 pi / (8 z^6),
  v(0) - v(bulk) = n0 d(eps)/d(n0) = (2/5) E_F   (Budd-Vannimenus).
Symbols: v electron potential energy, mu chemical potential, E_F Fermi energy,
chi = (mu - v)/E_F, n = n0 chi^(3/2), k inverse screening length, x = k z,
eps bulk kinetic energy per electron, a length of the outer profile.
For a general local energy, n = n0 chi^p; Thomas-Fermi theory has p = 3/2.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
DS = 0.002            # step of the stretched coordinate s, x = sinh(s)
N_IN, N_OUT = 2050, 4350   # cells inside and outside the background


def solve_surface(p):
    """Finite-volume Newton solution of chi'' = (chi^p - background)/p.
    Zero field at both ends makes the system neutral; nothing else is imposed."""
    s = DS * np.arange(-N_IN, N_OUT + 1)
    width = np.diff(np.sinh(s))
    x = np.sinh(s[:-1] + DS / 2)
    link = 1 / np.diff(x)
    background = np.where(x < 0, 1.0, 0.0)
    chi = np.ones_like(x)
    for _ in range(200):
        flux = link * np.diff(chi)
        residual = -width * (chi**p - background) / p
        residual[:-1] += flux
        residual[1:] -= flux
        bands = np.zeros((3, x.size))
        bands[0, 1:] = -link
        bands[2, :-1] = -link
        bands[1] = width * chi**(p - 1)
        bands[1, :-1] += link
        bands[1, 1:] += link
        step = solve_banded((1, 1), bands, residual)
        chi = chi + step
        if np.max(np.abs(step / chi)) < 1e-8:
            return x, chi
    raise RuntimeError("Newton iteration did not converge")


def edge_value(chi):
    return 0.5 * (chi[N_IN - 1] + chi[N_IN])


# ---- bulk quantities of the worked example
r_s = 4.0
n0 = 3 / (4 * np.pi * r_s**3)
k_F = (3 * np.pi**2 * n0)**(1 / 3)
E_F = k_F**2 / 2
k = np.sqrt(4 * k_F / np.pi)
ka = np.sqrt(30 / np.sqrt(0.6))
a = ka / k


def kinetic_per_electron(n):
    """Average of q^2/2 over the filled Fermi sphere."""
    q_max = (3 * np.pi**2 * n)**(1 / 3)
    return quad(lambda q: q**4 / 2, 0, q_max)[0] / quad(lambda q: q**2, 0, q_max)[0]


h = 1e-3 * n0
bv_drop = n0 * (kinetic_per_electron(n0 + h) - kinetic_per_electron(n0 - h)) / (2 * h)
assert abs(bv_drop / E_F - 0.4) < 1e-5

# ---- direct solution: edge value and edge potential
x, chi = solve_surface(1.5)
edge = edge_value(chi)
grid_drop = (chi[0] - edge) * E_F
assert abs(chi[0] - 1) < 1e-6
assert abs(edge - 0.6) < 2e-5          # second-order grid error
assert abs(grid_drop - bv_drop) < 5e-5 * E_F

# ---- outer profile, exponent and universal coefficient of the tail
outside = (x > 0) & (x < 300)
closed = 0.6 / (1 + x[outside] / ka)**4
outer_error = np.max(np.abs(chi[outside] / closed - 1))
assert outer_error < 5e-4
positive = x > 0
log_x = np.log(x[positive])
slopes = np.gradient(1.5 * np.log(chi[positive]), log_x)


def local_exponent(x_value):
    return np.interp(np.log(x_value), log_x, slopes)


# the leading 1/x correction cancels in this combination
tail_exponent = 2 * local_exponent(400.0) - local_exponent(200.0)
assert abs(tail_exponent + 6) < 0.01
tail_coefficient = 1125 * np.pi / 8
grid_coefficients = []
for r_test in (2.0, r_s):
    n_test = 3 / (4 * np.pi * r_test**3)
    k_test = np.sqrt(4 * (3 * np.pi**2 * n_test)**(1 / 3) / np.pi)
    i_far = np.searchsorted(x, 300.0)
    value = n_test * chi[i_far]**1.5 * ((x[i_far] + ka) / k_test)**6
    grid_coefficients.append(value)
    assert abs(value / tail_coefficient - 1) < 1e-3

# ---- inner profile by quadrature; t = sqrt(chi) = 1 - (1 - t0) exp(-w)
t0 = np.sqrt(0.6)


def root_chi(w):
    return 1 - (1 - t0) * np.exp(-w)


def minus_dx_dw(w):
    t = root_chi(w)
    return 2 * t / np.sqrt(4 * (2 * t**3 + 4 * t**2 + 6 * t + 3) / 15)


def x_inner(w):
    return -quad(minus_dx_dw, 0, w)[0]


inner_error = 0.0
for w in (0.3, 1.0, 2.5, 5.0):
    difference = np.interp(x_inner(w), x, chi) - root_chi(w)**2
    inner_error = max(inner_error, abs(difference))
assert inner_error < 3e-5
w_deep = 18.0
t_deep = root_chi(w_deep)
B = (1 - t0) * np.exp(-w_deep) * (1 + t_deep) * np.exp(-x_inner(w_deep))
grid_B = (1 - np.interp(-7.0, x, chi)) * np.exp(7.0)
assert abs(grid_B / B - 1) < 2e-3

# ---- dipole barrier 4 pi * integral z (n - background) dz, in units of E_F
inner_part = 2 / 3 * quad(
    lambda w: x_inner(w) * (root_chi(w)**3 - 1) * minus_dx_dw(w), 0, 35)[0]
outer_part = 2 / 3 * quad(
    lambda y: y * 0.6**1.5 * (1 + y / ka)**-6, 0, np.inf)[0]
barrier = (inner_part + outer_part) * E_F
work_function = barrier - E_F
assert abs(work_function) < 1e-6 * E_F

# ---- electrons spilled into vacuum, per unit area
spilled = n0 * 0.6**1.5 * a / 5
spilled_grid = n0 / k * np.sum((chi**1.5 * np.cosh(np.arcsinh(x)))[N_IN:]) * DS
assert abs(spilled_grid / spilled - 1) < 1e-4

# ---- edge relation for other local energies: n = n0 chi^p
power_results = []
for p in (2.0, 3.0):
    _, chi_p = solve_surface(p)
    drop_p = chi_p[0] - edge_value(chi_p)

    def energy_per_particle(n):
        return quad(lambda m: m**(1 / p), 0, n)[0] / n

    bulk_p = (energy_per_particle(1.001) - energy_per_particle(0.999)) / 0.002
    assert abs(drop_p - bulk_p) < 5e-5
    power_results.append((p, drop_p, bulk_p))


# ---- charged surfaces: start at the edge with the slope allowed by the inside
def integrate_outward(chi_edge):
    slope = -np.sqrt(4 / 3 * (0.4 * chi_edge**2.5 - chi_edge + 0.6))

    def equation(_, y):
        return [y[1], 2 / 3 * max(y[0], 0.0)**1.5]

    def density_ends(_, y):
        return y[0]

    def density_turns(_, y):
        return y[1]

    density_ends.terminal = True
    density_turns.terminal = True
    return solve_ivp(equation, (0, 1000), [chi_edge, slope], rtol=1e-10,
                     atol=1e-13, events=[density_ends, density_turns])


F = 0.1
chi_deficit = 0.6 - 0.75 * F**2
deficit = integrate_outward(chi_deficit)
assert len(deficit.t_events[0]) == 1 and len(deficit.t_events[1]) == 0
end_x = deficit.t_events[0][0]
end_slope = deficit.y_events[0][0][1]
assert abs(end_slope + F) < 1e-6
chi_excess = 0.6 + 0.75 * F**2
excess = integrate_outward(chi_excess)
assert len(excess.t_events[1]) == 1 and len(excess.t_events[0]) == 0
chi_minimum = excess.y_events[1][0][0]
assert abs(chi_minimum - (2.5 * (chi_excess - 0.6))**0.4) < 1e-6

# ---- output
print(f"r_s = {r_s:.1f} bohr")
print(f"bulk density n0 = {n0:.6e} bohr^-3")
print(f"Fermi wave number k_F = {k_F:.5f} bohr^-1")
print(f"Fermi energy E_F = {E_F:.6f} hartree = {E_F * HARTREE_EV:.4f} eV")
print(f"inverse screening length k = {k:.5f} bohr^-1")
print(f"screening length 1/k = {1 / k:.4f} bohr")
print(f"k a = {ka:.5f}, a = {a:.4f} bohr")
print(f"edge chi(0) from grid = {edge:.6f}")
print(f"edge density ratio n(0)/n0: formula {0.6**1.5:.5f}, grid {edge**1.5:.5f}")
print(f"edge density n(0) = {n0 * 0.6**1.5:.6e} bohr^-3")
print(f"v(0)-v(bulk) from grid = {grid_drop:.6f} hartree")
print(f"n0 d(eps)/d(n0) from Fermi sphere = {bv_drop:.6f} hartree")
print(f"the same edge potential = {bv_drop * HARTREE_EV:.4f} eV")
print(f"barrier part from z<0 charge = {inner_part:.6f} E_F")
print(f"barrier part from z>0 charge = {outer_part:.6f} E_F")
print(f"total barrier = {barrier:.6f} hartree = {barrier * HARTREE_EV:.4f} eV")
print(f"|work function| from quadrature = {abs(work_function):.1e} hartree")
print(f"spilled electrons per area = {spilled:.6e} bohr^-2")
print(f"bulk approach constant B: quadrature {B:.5f}, grid {grid_B:.5f}")
print(f"tail exponent extrapolated from grid = {tail_exponent:.4f}")
print(f"tail coefficient 1125 pi/8 = {tail_coefficient:.3f} bohr^3")
print(f"grid coefficient, r_s = 2 bohr: {grid_coefficients[0]:.3f} bohr^3")
print(f"grid coefficient, r_s = 4 bohr: {grid_coefficients[1]:.3f} bohr^3")
print(f"largest relative error of outer chi = {outer_error:.1e}")
print(f"largest absolute error of inner chi = {inner_error:.1e}")
print("inside: z (bohr), n/n0 from grid")
for z in (-6.0, -4.0, -2.0, -1.0):
    print(f"  {z:5.1f}  {np.interp(k * z, x, chi)**1.5:.5f}")
print("outside: z (bohr), n/n0 grid, n/n0 formula, local exponent, n/(pure tail)")
for z in (2.0, 5.0, 10.0, 20.0, 50.0, 200.0):
    ratio_grid = np.interp(k * z, x, chi)**1.5
    ratio = 0.6**1.5 / (1 + z / a)**6
    pure = tail_coefficient / z**6 / n0
    print(f"  {z:5.1f}  {ratio_grid:.4e}  {ratio:.4e}"
          f"  {local_exponent(k * z):.3f}  {ratio / pure:.3e}")
print("other local energies: p, edge drop from grid, bulk derivative (units of mu-v)")
for p, drop_p, bulk_p in power_results:
    print(f"  {p:.0f}  {drop_p:.5f}  {bulk_p:.5f}")
print(f"charged case: vacuum field F = {F:.2f} k E_F"
      f" = {F * k * E_F:.6f} hartree/bohr")
print(f"electron deficit: chi(0) = {chi_deficit:.4f},"
      f" density ends at z = {end_x / k:.4f} bohr")
print(f"slope of chi at that end = {end_slope:.6f} k")
print(f"trial excess: chi(0) = {chi_excess:.4f},"
      f" minimum chi = {chi_minimum:.5f}")
print(f"position of that minimum = {excess.t_events[1][0] / k:.4f} bohr")
print("no test failed")
```

Running it gives:

```
r_s = 4.0 bohr
bulk density n0 = 3.730194e-03 bohr^-3
Fermi wave number k_F = 0.47979 bohr^-1
Fermi energy E_F = 0.115099 hartree = 3.1320 eV
inverse screening length k = 0.78159 bohr^-1
screening length 1/k = 1.2794 bohr
k a = 6.22333, a = 7.9624 bohr
edge chi(0) from grid = 0.600000
edge density ratio n(0)/n0: formula 0.46476, grid 0.46476
edge density n(0) = 1.733637e-03 bohr^-3
v(0)-v(bulk) from grid = 0.046040 hartree
n0 d(eps)/d(n0) from Fermi sphere = 0.046040 hartree
the same edge potential = 1.2528 eV
barrier part from z<0 charge = 0.400000 E_F
barrier part from z>0 charge = 0.600000 E_F
total barrier = 0.115099 hartree = 3.1320 eV
|work function| from quadrature = 1.3e-15 hartree
spilled electrons per area = 2.760773e-03 bohr^-2
bulk approach constant B: quadrature 0.41432, grid 0.41432
tail exponent extrapolated from grid = -5.9972
tail coefficient 1125 pi/8 = 441.786 bohr^3
grid coefficient, r_s = 2 bohr: 441.793 bohr^3
grid coefficient, r_s = 4 bohr: 441.793 bohr^3
largest relative error of outer chi = 1.0e-05
largest absolute error of inner chi = 9.2e-08
inside: z (bohr), n/n0 from grid
   -6.0  0.99430
   -4.0  0.97290
   -2.0  0.87359
   -1.0  0.73356
outside: z (bohr), n/n0 grid, n/n0 formula, local exponent, n/(pure tail)
    2.0  1.2114e-01  1.2114e-01  -1.205  6.546e-05
    5.0  2.4968e-02  2.4967e-02  -2.314  3.294e-03
   10.0  3.5261e-03  3.5261e-03  -3.340  2.977e-02
   20.0  2.4777e-04  2.4776e-04  -4.291  1.339e-01
   50.0  3.1233e-06  3.1232e-06  -5.176  4.120e-01
  200.0  1.4641e-09  1.4641e-09  -5.770  7.912e-01
other local energies: p, edge drop from grid, bulk derivative (units of mu-v)
  2  0.33333  0.33333
  3  0.25000  0.25000
charged case: vacuum field F = 0.10 k E_F = 0.008996 hartree/bohr
electron deficit: chi(0) = 0.5925, density ends at z = 4.4547 bohr
slope of chi at that end = -0.100000 k
trial excess: chi(0) = 0.6075, minimum chi = 0.20380
position of that minimum = 3.8480 bohr
no test failed
```
